# First-order nuclear size shifts from point-nucleus Dirac functions: verification in Python

```python
"""
Nuclear size shift of the 1s level of hydrogen-like ions (Dirac equation).
Result under test: first-order perturbation theory with point-nucleus Dirac
functions overestimates the shift, by a factor that does not tend to 1 when the
nuclear radius R goes to zero; for heavy ions the excess is tens of percent.

Hartree atomic units; energies exclude the rest energy; kappa = -1.
Z: nuclear charge, c: speed of light, zeta = Z/c, gamma = sqrt(1 - zeta^2)
G, F: large and small radial functions; the integrator uses f = c F
p = F/G of the point-nucleus 1s function, q = F/G at r = R from the inside
lam: strength of the change of potential, V = V_point + lam (V_finite - V_point)
E1: first-order shift with point functions; dE: shift from the radial equations
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

C = 1.0 / physical_constants["fine-structure constant"][0]
FM = 1e-15 / physical_constants["Bohr radius"][0]
EV = physical_constants["Hartree energy in eV"][0]
START = 1e-5      # innermost radius in units of R
FAR = 25.0        # outermost radius in units of 1/Z


def nuclear_potential(r, Z, R, model):
    """Potential inside the nucleus."""
    if model == "shell":
        return -Z / R + 0.0 * r
    return -Z / (2 * R) * (3 - (r / R) ** 2)


def point_1s(Z, c=C):
    """gamma, p, squared normalization constant and energy."""
    gamma = math.sqrt(1 - (Z / c) ** 2)
    p = -(Z / c) / (1 + gamma)
    norm2 = (2 * Z) ** (2 * gamma + 1) / (math.gamma(2 * gamma + 1) * (1 + p * p))
    return gamma, p, norm2, -Z * Z / (1 + gamma)


def first_order(Z, R, model="sphere", c=C):
    """Expectation value of V_finite - V_point in the point 1s state."""
    gamma, p, norm2, _ = point_1s(Z, c)

    def integrand(x):
        r = R * x
        change = nuclear_potential(r, Z, R, model) + Z / r
        return change * x ** (2 * gamma) * math.exp(-2 * Z * r)

    value = quad(integrand, 0, 1, epsabs=0, epsrel=1e-10, limit=200)[0]
    return norm2 * (1 + p * p) * R ** (2 * gamma + 1) * value


def integrate(energy, Z, R, region, model="sphere", lam=1.0, c=C, dense=False):
    """Radial equations in t = ln r, from one end of the region to r = R."""
    inside = region == "inside"

    def rhs(t, y):
        r = math.exp(t)
        if inside:
            v = -(1 - lam) * Z / r + lam * nuclear_potential(r, Z, R, model)
        else:
            v = -Z / r
        k = energy - v
        return [y[0] + r * (2 + k / c**2) * y[1], -y[1] - r * k * y[0]]

    if inside:
        r_start = START * R
        z_left = (1 - lam) * Z
        ratio = -z_left / (1 + math.sqrt(1 - (z_left / c) ** 2))
        v_center = lam * nuclear_potential(0.0, Z, R, model)
        ratio -= (energy - v_center) * r_start / 3
    else:
        r_start = FAR / Z
        mass_term = 2 + energy / c**2
        ratio = -math.sqrt(-energy * mass_term) / mass_term
    return solve_ivp(rhs, (math.log(r_start), math.log(R)), [1.0, ratio],
                     method="DOP853", rtol=1e-13, atol=0.0, dense_output=dense)


def shift(Z, R, model="sphere", lam=1.0, c=C):
    """Energy minus point-nucleus energy, by matching f/G at r = R."""
    e_point = point_1s(Z, c)[3]
    scale = first_order(Z, R, model, c)

    def mismatch(x):
        energy = e_point + x * scale
        a = integrate(energy, Z, R, "inside", model, lam, c).y[:, -1]
        b = integrate(energy, Z, R, "outside", model, lam, c).y[:, -1]
        return a[1] / a[0] - b[1] / b[0]

    return scale * brentq(mismatch, -0.5, 1.5, xtol=1e-10, rtol=1e-10)


def inner_ratio(Z, R, d_energy, model="sphere"):
    y = integrate(point_1s(Z)[3] + d_energy, Z, R, "inside", model).y[:, -1]
    return y[1] / (C * y[0])


def small_radius_shift(Z, R, q):
    """Leading term of the shift for small R, from matching powers of r."""
    gamma, p, norm2, _ = point_1s(Z)
    return (C * norm2 * R ** (2 * gamma) * (q - p) * (1 - p * p) / (1 - p * q))


def shell_limit_ratio(zeta):
    """Limit of E1/dE for a charged shell when R goes to zero."""
    zeta = mp.mpf(zeta)
    gamma = mp.sqrt(1 - zeta**2)
    p = -zeta / (1 + gamma)
    q = mp.cot(zeta) - 1 / zeta
    first = zeta * (1 + p * p) / (2 * gamma * (2 * gamma + 1))
    return first * (1 - p * q) / ((q - p) * (1 - p * p))


def finite_orbital(Z, R, d_energy):
    """Normalized 1s function of the sphere on a quadrature grid."""
    energy = point_1s(Z)[3] + d_energy
    x, w = np.polynomial.legendre.leggauss(160)
    parts = []
    for region, lo, hi in (("inside", START * R, R), ("outside", R, FAR / Z)):
        a, b = math.log(lo), math.log(hi)
        t = 0.5 * (a + b) + 0.5 * (b - a) * x
        run = integrate(energy, Z, R, region, dense=True)
        G, f = run.sol(t) / run.y[0, -1]
        r = np.exp(t)
        parts.append((r, 0.5 * (b - a) * w * r, G, f / C))
    r, weight, G, F = (np.concatenate(pair) for pair in zip(*parts))
    size = math.sqrt(np.sum(weight * (G**2 + F**2)))
    return r, weight, G / size, F / size


# ---- Uniform spheres: first order against the radial equations ----
print(f"speed of light c = {C:.6f} a.u.; 1 fm = {FM:.6e} bohr")
print("Uniform sphere, 1s shift in hartree:")
excesses = []
for Z, r_fm in ((20, 4.5), (40, 5.5), (60, 6.5), (80, 7.0)):
    R = r_fm * FM
    E1, dE = first_order(Z, R), shift(Z, R)
    excesses.append(E1 / dE - 1)
    print(f" Z={Z} R={r_fm} fm: E1={E1:.6g} dE={dE:.6g} "
          f"excess={100 * excesses[-1]:.2f} %")
assert all(a < b for a, b in zip(excesses, excesses[1:]))
assert 0 < excesses[0] < 0.03 and excesses[-1] > 0.2

# ---- Z = 80 in detail (Z, R, E1, dE hold the last case) ----
gamma, p, norm2, e_point = point_1s(Z)
print(f"Z=80: zeta = {Z / C:.5f}, gamma = {gamma:.5f}, p = {p:.5f}")
print(f"Z=80: R = {R:.5e} bohr, Z R = {Z * R:.5f}")
print(f"Z=80: point-nucleus energy = {e_point:.4f} hartree")
print(f"Z=80: E1 = {E1 * EV:.3f} eV, dE = {dE * EV:.3f} eV")

r, weight, G, F = finite_orbital(Z, R, dE)
G0 = math.sqrt(norm2) * r**gamma * np.exp(-Z * r)
F0 = p * G0
inside = r < R
ri, wi = r[inside], weight[inside]
change = nuclear_potential(ri, Z, R, "sphere") + Z / ri
mixed = G * G0 + F * F0
dens, dens0 = G**2 + F**2, G0**2 + F0**2
overlap = np.sum(weight * mixed)
numerator = np.sum(wi * change * mixed[inside])
assert abs(numerator / overlap / dE - 1) < 1e-6
assert abs(overlap - 1) < 1e-4
prob, prob0 = np.sum(wi * dens[inside]), np.sum(wi * dens0[inside])
assert prob0 > prob
print(f"identity: numerator = {numerator:.6f} hartree, "
      f"|1-overlap| = {abs(1 - overlap):.1e}")
print(f"probability inside R: point {prob0:.4e}, finite {prob:.4e}, "
      f"ratio {prob0 / prob:.4f}")
mean_finite = np.sum(wi * change * dens[inside])
assert mean_finite < dE < E1
print(f"mean of V-V0 in finite-nucleus state = {mean_finite:.6f} hartree")


# ---- Perturbation orders from finite differences in lam ----
def orders(Z, R, h=0.02):
    plus, zero, minus = (shift(Z, R, lam=s) for s in (h, 0.0, -h))
    return (plus - minus) / (2 * h), (plus + minus - 2 * zero) / (2 * h * h), zero


slope, second, zero = orders(Z, R)
assert abs(zero) < 1e-6
assert abs(slope / E1 - 1) < 1e-3
slope_s, second_s, _ = orders(Z, R / 10)
assert second < 0 and abs(second / slope - second_s / slope_s) < 0.02
assert abs(second_s / slope_s) > 0.1
print(f"solver error for the point nucleus = {abs(zero):.1e} hartree")
print(f"slope at lam=0 = {slope:.6f} hartree, "
      f"second order E2 = {second:.5f} hartree")
print(f"E1 + E2 = {E1 + second:.5f} hartree")
print(f"E2/E1: {second / slope:.4f} at R, {second_s / slope_s:.4f} at R/10")

# ---- Radius derivative: finite-nucleus functions against point functions ----
h = 0.01
numeric = (shift(Z, R * (1 + h)) - shift(Z, R * (1 - h))) / (2 * h * R)
dV_dR = 1.5 * Z / R**2 * (1 - (ri / R) ** 2)
hf_finite = np.sum(wi * dV_dR * dens[inside])
hf_point = np.sum(wi * dV_dR * dens0[inside])
assert abs(hf_finite / numeric - 1) < 3e-4
assert hf_point / hf_finite > 1.2
print(f"dE/dR: energy differences {numeric * FM:.6f} hartree/fm")
print(f"dE/dR: finite functions {hf_finite * FM:.6f} hartree/fm, "
      f"point functions {hf_point * FM:.6f} hartree/fm")
print(f"dE/dR: point/finite = {hf_point / hf_finite:.4f}")

# ---- Shrinking nucleus: Dirac, and the nonrelativistic limit (1000 c) ----
dE10, dE50, dE100 = (shift(Z, R / n) for n in (10, 50, 100))
ratio10 = first_order(Z, R / 10) / dE10
ratio100 = first_order(Z, R / 100) / dE100
exponent = math.log(dE50 / dE100) / math.log(2)
assert abs(exponent - 2 * gamma) < 3e-3
assert ratio100 > 1.2 and abs(ratio100 - ratio10) < 5e-3
print(f"Dirac E1/dE: R {E1 / dE:.4f}, R/10 {ratio10:.4f}, R/100 {ratio100:.4f}")
print(f"exponent of R in dE at small R = {exponent:.4f}, 2 gamma = {2 * gamma:.4f}")
c_big = 1000 * C
nr, nr10 = shift(Z, R, c=c_big), shift(Z, R / 10, c=c_big)
nr_ratio = first_order(Z, R, c=c_big) / nr
nr_ratio10 = first_order(Z, R / 10, c=c_big) / nr10
assert 8 < (nr_ratio - 1) / (nr_ratio10 - 1) < 12
assert abs(nr10 / (0.4 * Z**4 * (R / 10) ** 2) - 1) < 0.01
print(f"nonrelativistic E1/dE: R {nr_ratio:.5f}, R/10 {nr_ratio10:.5f}")
print(f"nonrelativistic shift at R = {nr:.5f} hartree, "
      f"(2/5)Z^4R^2 = {0.4 * Z**4 * R**2:.5f} hartree")

# ---- Small-radius formula for the sphere ----
q = inner_ratio(Z, R, dE)
q100 = inner_ratio(Z, R / 100, dE100)
assert abs(small_radius_shift(Z, R / 100, q100) / dE100 - 1) < 2e-3
print(f"sphere: q = {q:.5f} at R, small-R formula "
      f"{small_radius_shift(Z, R, q):.5f} hartree")

# ---- Charged shell: closed formula against the radial equations ----
print("Charged shell, E1/dE at Z R = 0.0003 and closed limit:")
ZR = 3e-4
for Zs in (20, 40, 60, 80):
    Rs = ZR / Zs
    d_shell = shift(Zs, Rs, "shell")
    ratio = first_order(Zs, Rs, "shell") / d_shell
    limit = float(shell_limit_ratio(Zs / C))
    q_shell = 1 / math.tan(Zs / C) - C / Zs
    # the limit formulas omit relative corrections of order Z R
    assert abs(ratio - limit) < 5 * ZR
    assert abs(small_radius_shift(Zs, Rs, q_shell) / d_shell - 1) < 10 * ZR
    print(f" Z={Zs}: numerical {ratio:.5f}, limit {limit:.5f}")
mp.mp.dps = 40
tiny = mp.mpf("0.001")
coefficient = float((shell_limit_ratio(tiny) - 1) / tiny**2)
assert abs(coefficient - 11 / 20) < 1e-5
print(f"shell: coefficient of zeta^2 in E1/dE = {coefficient:.5f}")
for excess in (0.1, 0.2):
    z_cross = brentq(lambda z: float(shell_limit_ratio(z / C)) - 1 - excess, 10, 100)
    print(f"shell: limiting excess reaches {100 * excess:.0f} % at Z = {z_cross:.1f}")

print("all tests passed")
```

Running it gives:

```
speed of light c = 137.035999 a.u.; 1 fm = 1.889726e-05 bohr
Uniform sphere, 1s shift in hartree:
 Z=20 R=4.5 fm: E1=0.000544308 dE=0.000537929 excess=1.19 %
 Z=40 R=5.5 fm: E1=0.0198403 dE=0.0188998 excess=4.98 %
 Z=60 R=6.5 fm: E1=0.270551 dE=0.240113 excess=12.68 %
 Z=80 R=7.0 fm: E1=2.53834 dE=1.98635 excess=27.79 %
Z=80: zeta = 0.58379, gamma = 0.81191, p = -0.32220
Z=80: R = 1.32281e-04 bohr, Z R = 0.01058
Z=80: point-nucleus energy = -3532.1921 hartree
Z=80: E1 = 69.072 eV, dE = 54.051 eV
identity: numerator = 1.986348 hartree, |1-overlap| = 5.0e-07
probability inside R: point 1.0426e-05, finite 8.5787e-06, ratio 1.2153
mean of V-V0 in finite-nucleus state = 1.649225 hartree
solver error for the point nucleus = 1.5e-12 hartree
slope at lam=0 = 2.538607 hartree, second order E2 = -0.91980 hartree
E1 + E2 = 1.61854 hartree
E2/E1: -0.3623 at R, -0.3505 at R/10
dE/dR: energy differences 0.455812 hartree/fm
dE/dR: finite functions 0.455814 hartree/fm, point functions 0.586007 hartree/fm
dE/dR: point/finite = 1.2856
Dirac E1/dE: R 1.2779, R/10 1.2669, R/100 1.2659
exponent of R in dE at small R = 1.6236, 2 gamma = 1.6238
nonrelativistic E1/dE: R 1.00488, R/10 1.00047
nonrelativistic shift at R = 0.28280 hartree, (2/5)Z^4R^2 = 0.28669 hartree
sphere: q = -0.24168 at R, small-R formula 2.03986 hartree
Charged shell, E1/dE at Z R = 0.0003 and closed limit:
 Z=20: numerical 1.01216, limit 1.01197
 Z=40: numerical 1.05145, limit 1.05123
 Z=60: numerical 1.13068, limit 1.13039
 Z=80: numerical 1.28416, limit 1.28371
shell: coefficient of zeta^2 in E1/dE = 0.55000
shell: limiting excess reaches 10 % at Z = 53.8
shell: limiting excess reaches 20 % at Z = 70.8
all tests passed
```
